# Heat flow from a hot line to a plane heat sink, part 1

(Sections cited here and not found follow in the second part.)

## First half: the ideal conductance

A long straight cylinder of radius $r$ runs parallel to a flat heat sink. Its axis lies at height $h>r$ above the sink, so the narrowest gap between cylinder and sink is $h-r$. A medium of uniform, isotropic conductivity $k$ fills all the remaining space above the sink. The cylinder is held at temperature $T_w$ and the surface of the sink at $T_s$. Both surfaces touch the medium without contact resistance, and far from the cylinder the medium is at $T_s$.

Take $x$ along the sink, across the cylinder, and $y$ upwards from the sink, with the axis of the cylinder at $(0,h)$. Nothing varies along the cylinder. The heat leaving it per unit length and time is $q$, in W/m, and the conductance per length is defined by

$$G=\frac{q}{T_w-T_s},$$

in W/(m K). Parts (a) to (f) find $G$ and the distribution of the heat flux.

### (a) State the problem for the temperature, and show that it has at most one solution.

**Solution.** Let $\theta=T-T_s$. Fourier's law gives the heat flux density $\mathbf j=-k\nabla\theta$. In steady state no heat accumulates in the medium, and none is generated there, so $\nabla\cdot\mathbf j=0$. Since $k$ is uniform, it can be taken outside the divergence:

$$\nabla^2\theta=0 .$$

The boundary conditions are $\theta=0$ on $y=0$, $\theta=\theta_w=T_w-T_s$ on the cylinder, and $\theta\to0$ far away.

Suppose that two functions satisfy all of this. Their difference $w$ obeys $\nabla^2w=0$, vanishes on both surfaces and tends to zero far away. The value of a harmonic function at a point is its mean over any small circle around that point, so a harmonic function that is not constant has its largest and smallest values on the boundary of its region.

Choose any small positive number $\epsilon$, and a half-disc so large that $|w|<\epsilon$ on its outer arc. On the rest of the boundary $w=0$. Therefore $|w|\le\epsilon$ everywhere inside. As $\epsilon$ can be made as small as desired, $w=0$, and the two solutions coincide.

The condition at infinity is needed. Without it one could add a field that behaves as $y$ at large distance, which describes a separate heat current coming down from above. With it, any function that meets the conditions, however it was found, is the solution.

### (b) Find the field of a line source, and combine two such fields so that the sink surface stays at $\theta=0$.

**Solution.** Consider a line source of strength $q$ in an unbounded medium, and let $\rho$ be the distance from it. The same heat crosses every circle around the line. Per unit length,

$$-k\,\frac{d\theta}{d\rho}\,2\pi\rho=q ,\qquad\text{so}\qquad \theta=-\frac{q}{2\pi k}\ln\rho+\text{constant}.$$

This field does not tend to a finite value far away. A single line in an unbounded medium has no steady state with a finite temperature rise above the distant medium; the sink is what makes the steady problem possible.

Put a source of strength $q$ at $(0,a)$ and a source of strength $-q$ at its mirror position $(0,-a)$, with $a>0$ still to be chosen. The distances from the two lines are given by

$$\rho_1^2=x^2+(y-a)^2,\qquad \rho_2^2=x^2+(y+a)^2 .$$

Adding the two fields, with the constant set to zero, gives

$$\theta=-\frac{q}{2\pi k}\ln\rho_1+\frac{q}{2\pi k}\ln\rho_2=\frac{q}{2\pi k}\ln\frac{\rho_2}{\rho_1}.$$

On $y=0$ the two distances are equal and $\theta=0$. Subtracting the squares gives $\rho_2^2-\rho_1^2=4ay$, hence

$$\frac{\rho_2^2}{\rho_1^2}=1+\frac{4ay}{\rho_1^2}\to1$$

far away, and $\theta\to0$ there. The negative source lies below the sink surface, outside the medium. It is a device for meeting the condition on $y=0$. What remains is the condition on the cylinder.

### (c) Find the shape of the isotherms, and choose $a$ so that one of them is the surface of the cylinder.

**Solution.** Define $u=\ln(\rho_2/\rho_1)$, so that $\theta=qu/(2\pi k)$. An isotherm is a curve of constant $u$, on which $\rho_2^2=e^{2u}\rho_1^2$:

$$x^2+y^2+a^2+2ay=e^{2u}\left(x^2+y^2+a^2-2ay\right).$$

Collecting terms on one side gives

$$(e^{2u}-1)(x^2+y^2+a^2)-2ay\,(e^{2u}+1)=0 .$$

For $u>0$ we may divide by $e^{2u}-1$. The ratio that appears is $(e^{2u}+1)/(e^{2u}-1)=\coth u$, so

$$x^2+y^2-2ay\coth u+a^2=0 .$$

Completing the square in $y$ adds $a^2\coth^2u$ to both sides. With $\coth^2u-1=1/\sinh^2u$,

$$x^2+(y-a\coth u)^2=\frac{a^2}{\sinh^2u}.$$

Each isotherm is a circle with centre at height $a\coth u$ and radius $a/\sinh u$. The circles are not concentric: hotter ones are smaller and have lower centres.

Let $u_0$ be the value of $u$ on the cylinder. Matching centre and radius requires

$$h=a\coth u_0,\qquad r=\frac{a}{\sinh u_0}.$$

Dividing the first by the second gives $h/r=\cosh u_0$. Squaring and subtracting gives $h^2-r^2=a^2(\coth^2u_0-1/\sinh^2u_0)=a^2$. Therefore

$$\cosh u_0=\frac hr,\qquad a=\sqrt{h^2-r^2}.$$

Since $h>r$, a real positive $u_0$ exists. The positive source must lie inside the cylinder, since the medium contains no source. Its distance from the axis is

$$h-a=r(\cosh u_0-\sinh u_0)=re^{-u_0}<r ,$$

so it does. The source sits below the axis, towards the sink, because the flux is larger on that side.

### (d) Obtain the conductance.

**Solution.** The field of part (b), with this value of $a$, meets every condition of part (a) when its value on the cylinder equals $\theta_w$:

$$\theta_w=\frac{q\,u_0}{2\pi k}.$$

The heat leaving the cylinder is $q$, since the cylinder encloses the positive source and not the negative one. Dividing $q$ by $\theta_w$ gives

$$\boxed{\,G=\frac{2\pi k}{u_0}=\frac{2\pi k}{\operatorname{arccosh}(h/r)}\,}$$

The height in this formula is measured to the axis. If the gap $d=h-r$ is the known quantity, the argument is $1+d/r$. Only the ratio $h/r$ enters, so enlarging the whole cross-section leaves $G$ unchanged.

The formula was tested against a numerical solution that does not assume the shape of the isotherms. The circle was replaced by 400 straight panels. Each panel carries an unknown uniform source strength and has a mirror image of opposite sign below the sink. The strengths were chosen so that the middle of every panel is at unit temperature. For $h/r=1.1$, 2 and 10 the numerical values of $G/k$ are 14.163, 4.7709 and 2.0991. The formula gives 14.165, 4.7710 and 2.0991. The largest relative difference is about 0.01 %.

### (e) Find how the heat flux is distributed over the sink and over the cylinder.

**Solution.** On the sink, heat flows downwards with density $j_0=k\,\partial\theta/\partial y$ at $y=0$. Writing the logarithm through the squared distances,

$$j_0(x)=\frac{q}{4\pi}\,\frac{\partial}{\partial y}\Big[\ln\rho_2^2-\ln\rho_1^2\Big]_{y=0}
=\frac q{4\pi}\left[\frac{2a}{x^2+a^2}+\frac{2a}{x^2+a^2}\right]
=\frac{q\,a}{\pi(x^2+a^2)} .$$

The second term is positive because $\partial\rho_1^2/\partial y=2(y-a)=-2a$ on the sink. The fraction of the heat that arrives within $|x|<X$ is

$$\frac1q\int_{-X}^{X}j_0\,dx=\frac2\pi\arctan\frac Xa .$$

It tends to 1 as $X\to\infty$, so all the heat enters the sink and none is lost at infinity. Half arrives within $|x|<a$. The tails are long: 90 % requires $X=a\tan(0.45\pi)\approx6.3\,a$.

On the cylinder the flux is normal to the surface, since the surface is an isotherm, and its magnitude is $(q/2\pi)|\nabla u|$. From the definition of $u$,

$$\nabla u=\frac{(x,\,y+a)}{\rho_2^2}-\frac{(x,\,y-a)}{\rho_1^2}.$$

Squaring, and using $(x,y+a)\cdot(x,y-a)=x^2+y^2-a^2$,

$$|\nabla u|^2=\frac1{\rho_2^2}+\frac1{\rho_1^2}-\frac{2(x^2+y^2-a^2)}{\rho_1^2\rho_2^2}
=\frac{\rho_1^2+\rho_2^2-2(x^2+y^2-a^2)}{\rho_1^2\rho_2^2}=\frac{4a^2}{\rho_1^2\rho_2^2},$$

because $\rho_1^2+\rho_2^2=2(x^2+y^2+a^2)$. Hence $|\nabla u|=2a/(\rho_1\rho_2)$.

On the cylinder $\rho_2=e^{u_0}\rho_1$. Inserting this in $\rho_2^2-\rho_1^2=4ay$ gives $\rho_1^2=4ay/(e^{2u_0}-1)$, and then

$$\rho_1\rho_2=e^{u_0}\rho_1^2=\frac{4ay}{e^{u_0}-e^{-u_0}}=\frac{2ay}{\sinh u_0}=2ry .$$

The flux density leaving the cylinder at a surface point of height $y$ is therefore

$$j_0=\frac{q\,a}{2\pi r\,y}.$$

It is inversely proportional to the height of the point above the sink. The ratio of its values at the bottom and the top is $(h+r)/(h-r)$.

To check the total, put $y=h+r\cos\varphi$, with $\varphi$ measured from the top. The substitution $s=\tan(\varphi/2)$ has $\cos\varphi=(1-s^2)/(1+s^2)$ and $d\varphi=2\,ds/(1+s^2)$, so

$$\int_{-\pi}^{\pi}\frac{d\varphi}{h+r\cos\varphi}=\int_{-\infty}^{\infty}\frac{2\,ds}{(h+r)+(h-r)s^2}=\frac{2\pi}{\sqrt{h^2-r^2}}=\frac{2\pi}{a}.$$

Multiplying by $qa/(2\pi)$ gives $q$, as it must.

The same numerical solution tested both distributions, each scaled to the numerical total heat. In it the source strength of a panel is the flux leaving the surface, because the interior of the circle is at uniform temperature and receives no flux. For the three ratios $h/r$ above, the flux on every panel agreed with the law for the cylinder to within 0.3 %, and the flux at $x=0$, $0.7r$ and $3r$ agreed with the law for the sink to within 0.2 %.

### (f) Examine a thin, distant cylinder and a nearly touching one, and find how sensitive $G$ is to the dimensions.

**Solution.** The equation $\cosh u_0=h/r$ is equivalent to

$$u_0=\ln\!\left(\frac hr+\sqrt{\frac{h^2}{r^2}-1}\right).$$

For $h\gg r$ the square root is approximately $h/r-r/(2h)$. The bracket becomes $(2h/r)\,[1-r^2/(4h^2)]$, so

$$u_0\approx\ln\frac{2h}r-\frac{r^2}{4h^2},\qquad G\approx\frac{2\pi k}{\ln(2h/r)} .$$

At $h/r=10$ the logarithm is 2.9957 and $u_0$ is 2.9932, a relative difference below 0.1 %. In this regime doubling the height at fixed radius adds $\ln2\approx0.69$ to $u_0$. The resistance $1/G$ grows only logarithmically, because the farther the heat travels, the wider the section through which it flows.

For a narrow gap $d\ll r$ we have $\cosh u_0=1+d/r$ and $\cosh u_0\approx1+u_0^2/2$. Hence

$$u_0\approx\sqrt{\frac{2d}r},\qquad G\approx\pi k\sqrt{\frac{2r}{d}} .$$

A direct argument gives the same. Near the bottom of the cylinder the local gap is $d+x^2/(2r)$, and heat crosses it almost vertically:

$$G\approx\int_{-\infty}^{\infty}\frac{k\,dx}{d+x^2/(2r)}=\pi k\sqrt{\frac{2r}d}.$$

At $d/r=0.1$ this gives $G/k=\pi\sqrt{20}\approx14.05$, 0.8 % below the full formula. The conductance diverges at contact. The ideal model fails before that point. Real surfaces have a contact resistance, and once this is comparable with the resistance $d/k$ of the gap (both for unit area), it limits the flow.

For small changes of the dimensions, differentiate $\cosh u_0=h/r$. With $\sinh u_0=a/r$,

$$\frac{\partial u_0}{\partial h}=\frac1a,\qquad \frac{\partial u_0}{\partial r}=-\frac{h}{ra}.$$

At $h/r=10$, raising $h$ by 1 % with $r$ fixed raises the resistance by $0.01\,h/(a u_0)\approx0.34\,\%$. Reducing $r$ by 1 % with $h$ fixed has the same effect, as it must when only the ratio matters.

## Second half: a copper line in oxide

The symbols carried over are these. A cylinder of radius $r$ has its axis at height $h$ above a sink, in a medium of conductivity $k$; $\theta$ is the temperature above that of the sink, and $q$ is the heat per length and time. With $a=\sqrt{h^2-r^2}$ and $\cosh u_0=h/r$, the ideal conductance is $G=2\pi k/u_0$. The ideal flux density is $j_0=qa/(2\pi ry)$ on the cylinder and $j_0=qa/[\pi(x^2+a^2)]$ on the sink. Also $\partial u_0/\partial h=1/a$ and $\partial u_0/\partial r=-h/(ra)$.

The example is a copper interconnect line in silicon dioxide above a silicon wafer, with rough typical values: $r=50$ nm, $h=500$ nm, $k=1.4$ W/(m K) and copper resistivity $\varrho=3$ µΩ cm. The current density is $J=10$ MA/cm², higher than is usual for continuous operation, where electromigration sets the limit.

### (g) Find the temperature rise in the ideal model.

**Solution.** The line carries $J\pi r^2=0.785$ mA. In SI units $J=10^{11}$ A/m² and $\varrho=3\times10^{-8}$ Ω m, so the Joule heat per length is

$$P=J^2\varrho\,\pi r^2=10^{22}\times3\times10^{-8}\times7.854\times10^{-15}=2.356\ \text{W/m}.$$

With $h/r=10$ and $u_0=2.993$,

$$G=\frac{2\pi\times1.4}{2.993}=2.94\ \frac{\text W}{\text{m K}},\qquad \frac PG=\frac{2.356}{2.939}=0.80\ \text K .$$

The flux is 8.3 MW/m² at the underside and 6.8 MW/m² at the top. Here $a=497.5$ nm, and 90 % of the heat enters the sink within 3.1 µm on either side. By the field of part (b), with $a\approx h$, an equally heated parallel line at the same height and at distance $s$ adds a rise of about $\frac{P}{4\pi k}\ln(1+4h^2/s^2)$. This is 27 % of the line's own rise at $s=h$ and 4 % at $s=4h$.

The ideal conductance and flux distribution are now known, and for the example copper line they give a temperature rise of 0.80 K. What remains is to estimate how contact films, the silicon wafer, a finite oxide layer, the wire's own properties and cold ends change this result, and how the steady state is approached.

All numerical values are calculated from the stated model.
